# Why light on a p-n junction moves copper between its wires: a numerical check

```python
"""
Result under test: light on a p-n junction makes its p-side wire positive, so
copper on the p-side dissolves and copper on the n-side is plated, provided
the cell current beats the oxidant current on the n-side copper.
Symbols: V = potential of p-side wire minus n-side wire (V); J = current
density leaving the p terminal (A/cm2 of junction); G = pair generation rate;
eta = copper potential relative to Cu/Cu2+ equilibrium; i_ox = oxidant
reduction current density; A_j, A_p, A_n = areas of junction, p-side copper,
n-side copper. Lengths are in cm unless a name says otherwise.
Independent road: drift-diffusion solution plus a time-dependent circuit.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.interpolate import PchipInterpolator
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q = sc.e
kB_eV = sc.k / sc.e
F = sc.e * sc.N_A
T = 300.0
VT = kB_eV * T
# silicon, rough typical values
gap = 1.12
ni300 = 1.0e10
NA = ND = 1.0e17
mu_n, mu_p = 800.0, 300.0
eps = 11.7 * sc.epsilon_0 / 100.0          # F/cm
side = 1.0e-4                              # length of each side
tau_long, tau_short = 1.0e-5, 1.0e-7
Nc = 2.8e19
G_light = 1.0e18                           # pairs per cm3 and s
# copper and solution, rough typical values
A_j, A_p, A_n = 1.0e-4, 1.0e-6, 9.0e-6     # cm2
i0, alpha_a, alpha_c = 1.0e-4, 1.5, 0.5
i_ox = 2.0e-5
kappa = 1.0e-3                             # S/cm
c_cu, D_cu = 1.0e-6, 7.0e-6                # mol/cm3, cm2/s
c_dl = 20.0e-6                             # F/cm2
molar_volume = 63.546 / 8.96               # cm3/mol
speed = molar_volume / (2 * F) * 1e7       # nm/s per A/cm2
# each copper pad is replaced by a hemisphere of equal area
a_p, a_n = np.sqrt(A_p / (2 * np.pi)), np.sqrt(A_n / (2 * np.pi))
R_sol = (1 / a_p + 1 / a_n) / (2 * np.pi * kappa)

# ---------- drift-diffusion solution from the basic equations ----------
nodes = 802                                # junction lies between two nodes
h = 2 * side / (nodes - 1)
doping = np.where(np.arange(nodes) < nodes // 2, -NA, ND)
Dn, Dp = VT * mu_n, VT * mu_p


def bern(x):
    small = np.abs(x) < 1e-8
    safe = np.where(small, 1.0, x)
    return np.where(small, 1 - x / 2, safe / np.expm1(safe))


def tridiagonal(lower, diag, upper, rhs):
    ab = np.zeros((3, len(diag)))
    ab[0, 1:] = upper[:-1]
    ab[1] = diag
    ab[2, :-1] = lower[1:]
    return solve_banded((1, 1), ab, rhs)


def carrier_update(u, other, step, D, tau):
    """Steady continuity equation for one carrier; step = scaled drop."""
    G, life = tau
    bp, bm = bern(step), bern(-step)
    k = D / h**2
    den = life * (u + other + 2 * ni300)[1:-1]
    lower, upper = k * bm[:-1], k * bp[1:]
    diag = -k * (bm[1:] + bp[:-1]) - other[1:-1] / den
    rhs = -ni300**2 / den - G
    rhs[0] -= lower[0] * u[0]
    rhs[-1] -= upper[-1] * u[-1]
    new = u.copy()
    new[1:-1] = tridiagonal(lower, diag, upper, rhs)
    return new


def device(V, G, life=tau_long):
    """Return J leaving the p terminal, scaled potential, n and p."""
    neutral = np.arcsinh(doping / (2 * ni300))
    n, p = ni300 * np.exp(neutral), ni300 * np.exp(-neutral)
    psi = neutral + np.where(doping < 0, V / VT, 0.0)
    k = h**2 * q / (eps * VT)
    ones = np.ones(nodes - 2)
    for outer in range(200):
        old = psi.copy()
        for inner in range(500):
            shift = psi - old
            ne, pe = n * np.exp(shift), p * np.exp(-shift)
            res = (psi[2:] - 2 * psi[1:-1] + psi[:-2]
                   - k * (ne - pe - doping)[1:-1])
            d = tridiagonal(ones, -2 - k * (ne + pe)[1:-1], ones, -res)
            size = np.max(np.abs(d))
            psi[1:-1] += d * min(1.0, 1.0 / max(size, 1e-30))
            if size < 1e-10:
                break
        else:
            raise RuntimeError("Poisson iteration did not converge")
        shift = psi - old
        n, p = n * np.exp(shift), p * np.exp(-shift)
        step = np.diff(psi)
        n = carrier_update(n, p, step, Dn, (G, life))
        p = carrier_update(p, n, -step, Dp, (G, life))
        if np.max(np.abs(shift)) < 1e-9:
            break
    else:
        raise RuntimeError("carrier iteration did not converge")
    rec = ((n * p - ni300**2) / (life * (n + p + 2 * ni300)))[1:-1]
    # minority fluxes at the two contacts avoid majority cancellation
    jn_left = Dn / h * (n[1] * bern(step[0]) - n[0] * bern(-step[0]))
    jp_right = -Dp / h * (p[-1] * bern(-step[-1]) - p[-2] * bern(step[-1]))
    J = -q * (jn_left + jp_right + h * np.sum(rec - G))
    return J, psi, n, p


# ---------- derived junction law ----------
def law_parts(V, temp=T):
    vt = kB_eV * temp
    ni = ni300 * (temp / 300) ** 1.5 * np.exp(
        -gap / (2 * kB_eV) * (1 / temp - 1 / 300))
    Vbi = vt * np.log(NA * ND / ni**2)
    W = np.sqrt(2 * eps * (Vbi - V - 2 * vt) / q * (1 / NA + 1 / ND))
    dp = side - W * ND / (NA + ND)
    dn = side - W * NA / (NA + ND)
    J0 = q * ni**2 * vt * (mu_n / (NA * dp) + mu_p / (ND * dn))
    return W, W + (dp + dn) / 2, J0, vt


def law(V, G, temp=T):
    W, collect, J0, vt = law_parts(V, temp)
    return q * G * collect - J0 * np.expm1(V / vt)


grid = np.linspace(0.0, 0.40, 21)
J_dark = np.array([device(v, 0.0)[0] for v in grid])
J_lit = np.array([device(v, G_light)[0] for v in grid])
J_ph = law(0.0, G_light)
assert abs(J_dark[0]) < 1e-6 * J_ph
# 3-4 %: depletion edges are blurred by a Debye length, about 1-2 % of a side
assert abs(J_lit[0] / J_ph - 1) < 0.03
assert abs(J_dark[17] / law(grid[17], 0.0) - 1) < 0.03
assert np.max(np.abs(J_lit[:18] - law(grid[:18], G_light))) < 0.04 * J_ph
Voc = brentq(lambda v: law(v, G_light), 0.1, 0.5)
Voc_num = brentq(lambda v: device(v, G_light)[0], 0.2, 0.42, xtol=1e-6)
assert Voc_num > 0 and abs(Voc - Voc_num) < 0.002
_, psi_oc, n_oc, p_oc = device(Voc_num, G_light)
mid = nodes // 2
split = VT * np.log(n_oc[mid] * p_oc[mid] / ni300**2)
assert abs(split / Voc_num - 1) < 0.01


# ---------- copper kinetics and steady circuit ----------
def copper(eta):
    return i0 * (np.exp(alpha_a * eta / VT) - np.exp(-alpha_c * eta / VT))


def copper_potential(i):
    return brentq(lambda e: copper(e) - i, -1.5, 1.5, xtol=1e-13)


def mismatch(V):
    I = A_j * law(V, G_light)
    return (copper_potential(I / A_p + i_ox)
            - copper_potential(-I / A_n + i_ox) + I * R_sol - V)


V_op = brentq(mismatch, 0.0, Voc)
I_op = A_j * law(V_op, G_light)
dens_p, dens_n = I_op / A_p + i_ox, I_op / A_n - i_ox
eta_p, eta_n = copper_potential(dens_p), copper_potential(-dens_n)
C_j = eps * A_j / law_parts(0.0)[0]


# ---------- time-dependent circuit driven by the numerical junction ----------
def run(J_values, start, seconds, emf=0.0):
    J_of_V = PchipInterpolator(grid, J_values, extrapolate=True)

    def rhs(t, y):
        V, ep, en = y[:3]
        I = (V - emf - ep + en) / R_sol
        ip, im = copper(ep), copper(en)
        return [(A_j * float(J_of_V(V)) - I) / C_j,
                (I / A_p - ip + i_ox) / c_dl,
                (-I / A_n - im + i_ox) / c_dl,
                -speed * ip, -speed * im]

    sol = solve_ivp(rhs, (0, seconds), start, method="Radau",
                    rtol=1e-7, atol=1e-10)
    assert sol.success
    y = sol.y[:, -1]
    return y, A_p * (copper(y[1]) - i_ox)


minute = 60.0
dark, I_dark = run(J_dark, [0.06, 0.03, -0.03, 0, 0], minute)
assert abs(I_dark) < 1e-4 * I_op
assert abs(copper(dark[1]) / i_ox - 1) < 1e-3
assert abs(copper(dark[2]) / i_ox - 1) < 1e-3
begin = [dark[0], dark[1], dark[2], 0.0, 0.0]
lit, I_lit = run(J_lit, begin, minute)
assert lit[3] < 0 < lit[4]                 # p-side thins, n-side thickens
assert abs(I_lit / I_op - 1) < 0.03
assert abs(lit[0] - V_op) < 0.003
assert abs(-lit[3] / (speed * dens_p * minute) - 1) < 0.03
assert abs(lit[4] / (speed * dens_n * minute) - 1) < 0.04

# plating threshold: numerical junction just below and above predicted light
G_star = A_n * i_ox / (A_j * q * law_parts(0.0)[1])
rates = []
for factor in (0.9, 1.1):
    table = np.array([device(v, factor * G_star)[0] for v in grid])
    end, _ = run(table, begin, minute)
    rates.append(-copper(end[2]))
assert rates[0] < 0 < rates[1]

# an opposing emf reverses the cell only above the open-circuit photovoltage
_, I_below = run(J_lit, begin, minute, emf=Voc - 0.015)
_, I_above = run(J_lit, begin, minute, emf=Voc + 0.015)
assert I_below > 0 > I_above

# ---------- sizes of neglected effects ----------
_, psi_op, n_op, p_op = device(V_op, G_light)
drop = np.diff(psi_op)
assert drop[mid - 1] > 0                   # field points from n to p
field = np.max(drop) * VT / h
Voc_short = brentq(lambda v: device(v, G_light, tau_short)[0],
                   0.1, 0.42, xtol=1e-6)
J_short = device(V_op, G_light, tau_short)[0]
Voc_hot = brentq(lambda v: law(v, G_light, 330.0), 0.05, 0.5)
I_limit = 2 * F * D_cu * c_cu * 2 * np.pi * a_n
used = dens_n * A_n / I_limit
rise = dens_p * A_p / (2 * F * D_cu * 2 * np.pi * a_p * c_cu)
ion_shift = VT / 2 * (np.log(1 + rise) - np.log(1 - used))
assert used < 1 and V_op + ion_shift < Voc_hot
flux = G_light * 2 * side
lux = 683 * flux * 1e4 * sc.h * sc.c / 555e-9
W0, collect0, J00, _ = law_parts(0.0)


def show(label, value, unit, fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("temperature", T, "K")
show("thermal voltage", VT * 1e3, "mV")
show("doping of each side", NA, "cm^-3")
show("intrinsic density", ni300, "cm^-3")
show("electron mobility", mu_n, "cm2/Vs")
show("hole mobility", mu_p, "cm2/Vs")
show("length of each side", side * 1e7, "nm")
show("carrier lifetime", tau_long * 1e6, "us")
show("generation rate", G_light, "cm^-3 s^-1")
show("absorbed light, as 555 nm light", lux, "lux", ".3g")
show("junction area", A_j * 1e8, "um2")
show("p-side copper area", A_p * 1e8, "um2")
show("n-side copper area", A_n * 1e8, "um2")
show("copper exchange current density", i0 * 1e3, "mA/cm2")
show("anodic, cathodic coefficients sum", alpha_a + alpha_c, "")
show("anodic coefficient", alpha_a, "")
show("oxidant current density", i_ox * 1e3, "mA/cm2")
show("solution conductivity", kappa * 1e3, "mS/cm")
show("copper ion concentration", c_cu * 1e6, "mmol/L")
show("depletion width at V=0", W0 * 1e7, "nm")
show("collection width at V=0", collect0 * 1e7, "nm")
show("saturation current density J0", J00, "A/cm2", ".3g")
show("photocurrent density, formula", J_ph * 1e6, "uA/cm2")
show("photocurrent density, numerical", J_lit[0] * 1e6, "uA/cm2")
show("open-circuit voltage, formula", Voc * 1e3, "mV")
show("open-circuit voltage, numerical", Voc_num * 1e3, "mV")
show("quasi-Fermi splitting at junction", split * 1e3, "meV")
show("operating voltage, formula", V_op * 1e3, "mV", ".3g")
show("operating voltage, numerical", lit[0] * 1e3, "mV", ".3g")
show("p-side copper overpotential", eta_p * 1e3, "mV", ".3g")
show("n-side copper overpotential", eta_n * 1e3, "mV", ".3g")
show("cell current, formula", I_op * 1e9, "nA")
show("cell current, numerical", I_lit * 1e9, "nA")
show("p-side copper dissolution current density", dens_p * 1e3, "mA/cm2")
show("n-side copper plating current density", dens_n * 1e3, "mA/cm2")
show("p-side loss in 1 min, formula", speed * dens_p * 60, "nm", ".3g")
show("p-side loss in 1 min, numerical", -lit[3], "nm", ".3g")
show("n-side gain in 1 min, formula", speed * dens_n * 60, "nm", ".3g")
show("n-side gain in 1 min, numerical", lit[4], "nm", ".3g")
show("loss in 1 min in the dark", speed * i_ox * 60, "nm", ".3g")
show("plating threshold / example light", G_star / G_light, "", ".3g")
show("ion ratio needed to reverse cell", np.exp(2 * Voc / VT), "", ".2g")
show("peak field", field / 1e6, "MV/cm", ".3g")
show("interband tunnelling length", gap / field * 1e7, "nm", ".3g")
show("degeneracy correction", 100 * ND / Nc / np.sqrt(8), "%", ".2g")
show("minority/doping at open circuit", n_oc[:mid - 60].max() / NA, "", ".2g")
show("short lifetime tried", tau_short * 1e6, "us")
show("open-circuit voltage, short lifetime", Voc_short * 1e3, "mV")
show("current ratio, short/long lifetime", J_short / device(V_op, G_light)[0], "")
show("open-circuit voltage at 330 K", Voc_hot * 1e3, "mV")
show("n-side share of ion diffusion limit", 100 * used, "%", ".3g")
show("voltage cost of ion transport", ion_shift * 1e3, "mV", ".2g")
show("voltage drop in solution", I_op * R_sol * 1e3, "mV", ".2g")
show("voltage drop in 10 kohm of silicon", I_op * 1e4 * 1e3, "mV", ".2g")
print("finished without a failed check")
```

Output:

```
temperature: 300 K
thermal voltage: 25.85 mV
doping of each side: 1e+17 cm^-3
intrinsic density: 1e+10 cm^-3
electron mobility: 800 cm2/Vs
hole mobility: 300 cm2/Vs
length of each side: 1000 nm
carrier lifetime: 10 us
generation rate: 1e+18 cm^-3 s^-1
absorbed light, as 555 nm light: 489 lux
junction area: 1e+04 um2
p-side copper area: 100 um2
n-side copper area: 900 um2
copper exchange current density: 0.1 mA/cm2
anodic, cathodic coefficients sum: 2
anodic coefficient: 1.5
oxidant current density: 0.02 mA/cm2
solution conductivity: 1 mS/cm
copper ion concentration: 1 mmol/L
depletion width at V=0: 142.2 nm
collection width at V=0: 1071 nm
saturation current density J0: 4.9e-11 A/cm2
photocurrent density, formula: 17.16 uA/cm2
photocurrent density, numerical: 17.16 uA/cm2
open-circuit voltage, formula: 330.1 mV
open-circuit voltage, numerical: 330 mV
quasi-Fermi splitting at junction: 330 meV
operating voltage, formula: 82.4 mV
operating voltage, numerical: 82.4 mV
p-side copper overpotential: 49.5 mV
n-side copper overpotential: -32 mV
cell current, formula: 1.71 nA
cell current, numerical: 1.709 nA
p-side copper dissolution current density: 1.73 mA/cm2
n-side copper plating current density: 0.17 mA/cm2
p-side loss in 1 min, formula: 38.1 nm
p-side loss in 1 min, numerical: 38.1 nm
n-side gain in 1 min, formula: 3.75 nm
n-side gain in 1 min, numerical: 3.75 nm
loss in 1 min in the dark: 0.441 nm
plating threshold / example light: 0.105
ion ratio needed to reverse cell: 1.2e+11
peak field: 0.104 MV/cm
interband tunnelling length: 108 nm
degeneracy correction: 0.13 %
minority/doping at open circuit: 3.3e-09
short lifetime tried: 0.1 us
open-circuit voltage, short lifetime: 322.5 mV
current ratio, short/long lifetime: 0.9978
open-circuit voltage at 330 K: 240.2 mV
n-side share of ion diffusion limit: 15.1 %
voltage cost of ion transport: 7.4 mV
voltage drop in solution: 0.91 mV
voltage drop in 10 kohm of silicon: 0.017 mV
finished without a failed check
```
